# Tunnelling and reflection at a parabolic barrier in thermionic emission

Electrons in thermal equilibrium at temperature $T$ strike a barrier whose top has the form $V_0-\tfrac12 m\omega^2z^2$. Their one-way current density is

$$J=AT^2e^{-\phi/kT}\,\frac{x}{\sin x},\qquad x=\frac{\hbar\omega}{2kT}<\pi,\qquad A=\frac{qmk^2}{2\pi^2\hbar^3}. \tag{1}$$

Here $\phi$ is the height of the top above the Fermi level $\mu$, $k$ is Boltzmann's constant and $q>0$ is the elementary charge. $J$ is the magnitude of the current, without any return flow. The factor before $x/\sin x$ is the classical thermionic current.

The model has one isotropic mass, conserved transverse momentum and a full equilibrium supply of incident electrons. The energies that carry the current must lie well above $\mu$ and within the range where the barrier is parabolic.

## 1. The simple case: a classical barrier

Let $E$ be the energy of motion along $z$, potential energy included, and $P(E)$ the probability of transmission. With two spin states per cell $(2\pi\hbar)^3$ of phase space,

$$J=\frac{2q}{(2\pi\hbar)^3}\int d^2p_t\int dp_z\,\frac{p_z}{m}\,P(E)\,f(E+E_t),$$

where $E_t=p_t^2/2m$ and $f$ is the Fermi function. Along $z$, $(p_z/m)\,dp_z=dE$. Across it, $d^2p_t\to2\pi p_t\,dp_t=2\pi m\,dE_t$, and

$$\int_0^\infty\frac{dE_t}{1+e^{(E+E_t-\mu)/kT}}=kT\ln\!\left[1+e^{(\mu-E)/kT}\right].$$

The constants combine as $2q\cdot2\pi m\,kT/(8\pi^3\hbar^3)=qmkT/(2\pi^2\hbar^3)=AT/k$, so

$$J=\frac{AT}{k}\int P(E)\ln\!\left[1+e^{(\mu-E)/kT}\right]dE. \tag{2}$$

For $E-\mu\gg kT$ the logarithm becomes $e^{(\mu-E)/kT}$. Write $\varepsilon=E-V_0$, use $V_0-\mu=\phi$, and extend the lower limit to $-\infty$, which is harmless if low energies contribute little:

$$J=AT^2e^{-\phi/kT}B,\qquad B=\int_{-\infty}^{\infty}P(\varepsilon)\,e^{-\varepsilon/kT}\,\frac{d\varepsilon}{kT}. \tag{3}$$

**Limit.** A classical particle passes if $\varepsilon>0$ and turns back if $\varepsilon<0$. Then $B=\int_0^\infty e^{-s}ds=1$, the classical law. Quantum mechanics enters through $P$.

## 2. Generalization: the quantum barrier top

Measure length in $\sqrt{\hbar/m\omega}$, momentum in $\sqrt{\hbar m\omega}$ and energy from the top in $\hbar\omega$, so that $e=\varepsilon/\hbar\omega$. Then

$$H=\tfrac12(p^2-y^2),\qquad [y,p]=i.$$

Introduce $u=(y+p)/\sqrt2$ and $v=(p-y)/\sqrt2$. Their commutator is $[u,v]=\tfrac12([y,p]-[p,y])=i$, so they are again a canonical pair. Their products are

$$uv=\tfrac12(yp-y^2+p^2-py),\qquad vu=\tfrac12(py-yp+p^2-y^2).$$

The mixed terms cancel in the sum, and $H=\tfrac12(uv+vu)$. This is of first order in either variable, which makes the scattering problem solvable by a power law.

The classical motion identifies the incoming and outgoing waves. With time in units of $1/\omega$, $\dot u=\partial H/\partial v=u$ and $\dot v=-\partial H/\partial u=-v$. Since $y=(u-v)/\sqrt2$ and $p=(u+v)/\sqrt2$:

- At early times $|v|$ is large. A particle with $v>0$ has $y<0$, $p>0$: it arrives from the left.
- At late times $|u|$ is large. A particle with $u>0$ leaves to the right, one with $u<0$ to the left.

In the $v$ representation $u=i\,d/dv$, and $H\chi=e\chi$ reads

$$i\left(v\chi'+\tfrac12\chi\right)=e\chi\quad\Rightarrow\quad v\chi'=\left(-\tfrac12-ie\right)\chi.$$

A wave arriving from the left alone is therefore $\chi=v^{-1/2-ie}$ for $v>0$ and zero for $v<0$. To read off the outgoing waves, go to the $u$ representation:

$$\varphi(u)=\frac1{\sqrt{2\pi}}\int_0^\infty v^{-1/2-ie}e^{iuv}\,dv
=\frac{\Gamma(s)}{\sqrt{2\pi}}\,(-iu)^{-s},\qquad s=\tfrac12-ie.$$

The integral is defined by a damping factor $e^{-\delta v}$ with $\delta\to0^+$. This replaces $-iu$ by $\delta-iu$ and fixes the phase: $-iu=|u|e^{\mp i\pi/2}$, with the upper sign for $u>0$. Hence

$$(-iu)^{-s}=|u|^{-1/2+ie}\,e^{\pm i\pi s/2}=|u|^{-1/2+ie}\,e^{\pm i\pi/4}\,e^{\pm\pi e/2}.$$

The squared amplitudes on $u>0$ and $u<0$ stand in the ratio $e^{\pi e}/e^{-\pi e}=e^{2\pi e}$.

These squares are the probabilities. A packet built from the outgoing waves has the form $|u|^{-1/2}g(\ln|u|-t)$ on each half-line, and its norm there is $\int|g|^2\,d\ln|u|$. Both half-lines thus carry the same measure, and at late times they correspond to the right and left sides of the barrier. With $P/R=e^{2\pi e}$ and $P+R=1$,

$$P(\varepsilon)=\frac{1}{1+e^{-2\pi\varepsilon/\hbar\omega}}. \tag{4}$$

No semiclassical approximation was made for the ideal parabola.

**Limits.** Far above the top $P\to1$; at the top $P=\tfrac12$; far below it $P\to e^{-2\pi|\varepsilon|/\hbar\omega}$. The last agrees with the tunnelling exponent. With turning points at $\pm b$, $b=\sqrt{2|\varepsilon|/m\omega^2}$,

$$\frac2\hbar\int_{-b}^{b}\sqrt{2m|\varepsilon|-m^2\omega^2z^2}\,dz=\frac{2m\omega}{\hbar}\cdot\frac{\pi b^2}{2}=\frac{2\pi|\varepsilon|}{\hbar\omega}.$$

A direct numerical solution of the wave equation at $e=-0.6$, $-0.21$, $0.013$ and $0.47$ agreed with (4) within 0.2% of $P$.

## 3. The thermal average

Insert (4) in (3) and put $s=2\pi\varepsilon/\hbar\omega$. Then $d\varepsilon/kT=a\,ds$ and $\varepsilon/kT=as$, with $a=\hbar\omega/(2\pi kT)=x/\pi$:

$$B=aI,\qquad I=\int_{-\infty}^{\infty}h(s)\,ds,\qquad h(s)=\frac{e^{-as}}{1+e^{-s}}.$$

The integrand falls as $e^{-as}$ on the right and as $e^{(1-a)s}$ on the left, so $I$ converges for $0<a<1$, that is, $0<x<\pi$.

Take a rectangle with one side on the real axis and the opposite side at height $2\pi$. On the upper side $h(s+2\pi i)=e^{-2\pi ia}h(s)$, and that side is traversed backwards. The vertical sides vanish at infinity. Inside lies one pole, $s=i\pi$, where the derivative of the denominator is $-e^{-i\pi}=1$, so the residue is $e^{-i\pi a}$. Thus

$$\left(1-e^{-2\pi ia}\right)I=2\pi i\,e^{-i\pi a}
\quad\Rightarrow\quad I=\frac{2\pi i}{e^{i\pi a}-e^{-i\pi a}}=\frac{\pi}{\sin\pi a}.$$

Therefore $B=\pi a/\sin\pi a=x/\sin x$, which proves (1).

### Gain against loss

Subtract the classical value 1 from $B$. Below the top there is a gain by tunnelling, above it a loss by reflection:

$$B-1=\int_0^\infty P(-\varepsilon)e^{\varepsilon/kT}\frac{d\varepsilon}{kT}-\int_0^\infty R(\varepsilon)e^{-\varepsilon/kT}\frac{d\varepsilon}{kT}.$$

Equation (4) gives $P(-\varepsilon)=R(\varepsilon)=1/(1+e^{2\pi\varepsilon/\hbar\omega})$, hence

$$B-1=\int_0^\infty R(\varepsilon)\,2\sinh\!\left(\frac{\varepsilon}{kT}\right)\frac{d\varepsilon}{kT}>0. \tag{5}$$

The two probabilities are equal at equal distances from the top, but more electrons arrive at the lower energy. For the ideal parabola the gain therefore exceeds the loss.

**High-temperature limit.** If $\hbar\omega\ll kT$, $R$ is appreciable only where $\varepsilon\ll kT$, and $2\sinh(\varepsilon/kT)\approx2\varepsilon/kT$. With $\int_0^\infty t\,dt/(1+e^t)=\pi^2/12$,

$$B-1\approx\frac{2}{(kT)^2}\left(\frac{\hbar\omega}{2\pi}\right)^2\frac{\pi^2}{12}=\frac{(\hbar\omega)^2}{24(kT)^2}=\frac{x^2}{6},$$

which is the first term in the expansion of $x/\sin x-1$.

**Low-temperature limit.** Well below the top the integrand of (3) falls as $e^{-|\varepsilon|/D}$, where

$$\frac1D=\frac{2\pi}{\hbar\omega}-\frac1{kT}\quad\Rightarrow\quad D=kT\,\frac{x}{\pi-x}. \tag{6}$$

As $x\to\pi$ the current comes from ever deeper energies. Formula (1) requires $D$ to be small compared with both $\phi$ and the energy range of the parabola. The condition $x<\pi$ ensures convergence, which is weaker. In a real barrier the current stays finite at $x=\pi$; it passes over to thermal-field emission, for which (2) must be used with the true $P(E)$.

## 4. A barrier with a curved top: the image force

For emission from a metal into vacuum under a field of strength $F$, the classical image force gives

$$V(z)=-\frac{q^2}{16\pi\varepsilon_0z}-qFz,$$

with the vacuum level without field as zero. Setting $V'=q^2/(16\pi\varepsilon_0z^2)-qF=0$ yields

$$z_m=\sqrt{\frac{q}{16\pi\varepsilon_0F}}.$$

At this point both terms of $V$ equal $-qFz_m$, so the top is lowered by $2qFz_m$. The second derivative is $-2q^2/(16\pi\varepsilon_0z_m^3)=-2qF/z_m$, and comparison with $-m\omega^2$ gives

$$m\omega^2=\frac{2qF}{z_m},\qquad \omega\propto F^{3/4}. \tag{7}$$

Take rough values for the heated, sharp Schottky emitter of an electron microscope: work function 2.9 eV, $T=1800$ K, $F=5$ MV/cm. The force $qF$ is then 0.5 eV/nm, and $z_m=0.8485$ nm. The steps are:

- lowering: $2\times0.5\times0.8485=0.8485$ eV;
- barrier: $\phi=2.9-0.8485=2.0515$ eV;
- quantum of the top, from (7): $\hbar\omega=0.2997$ eV;
- with $kT=0.1551$ eV, $x=0.2997/(2\times0.1551)=0.966$;
- correction: $x/\sin x=1.174$, against $1+x^2/6=1.156$.

The classical current density is $120.17\times1800^2\,e^{-2.0515/0.1551}\approx702$ A/cm², and the corrected one is $702.2\times1.1743\approx825$ A/cm². Tunnelling adds 0.329 of the classical current and reflection removes 0.155, which leaves 0.174. A direct integration over momentum, with Fermi statistics and transmission (4), also gives 825 A/cm².

Equation (6) gives $D=0.1551\times0.966/(3.142-0.966)\approx0.07$ eV, far less than $\phi$. At this field $x$ would reach $\pi$ at about 554 K; at 1800 K it would do so at about 24 MV/cm.

## 5. Testing the parabola on the true shape

The image barrier is not symmetric about its top. Its transmission can be estimated by the uniform semiclassical form $P=1/(1+e^{2\theta})$, where $\theta$ is the decay integral between the turning points, continued analytically to energies above the top. Let $E=-\eta$. Then

$$V-E=\frac{qF}{z}(z-z_1)(z_2-z),\quad z_{1,2}=c\mp d,\quad c=\frac{\eta}{2qF},\quad d^2=c^2-z_m^2.$$

With $z=c+dt$,

$$\theta=\frac{\sqrt{2mqF}}{\hbar}\,d^2\int_{-1}^{1}\frac{\sqrt{1-t^2}}{\sqrt{c+dt}}\,dt.$$

Let the energy lie $\Delta=-\varepsilon$ below the top and set $r=\Delta/(2qFz_m)$. Then $c=z_m(1+r)$ and $d^2=2rz_m^2(1+r/2)$. For small $r$ the integral is $(\pi/2)c^{-1/2}[1+\tfrac{3}{32}d^2/c^2]$, because the mean of $t^2$ with weight $\sqrt{1-t^2}$ is $\tfrac14$. The first-order terms add to $r/2-r/2+3r/16$, and with (7)

$$2\theta\approx\frac{2\pi\Delta}{\hbar\omega}\left(1+\frac{3}{16}\,\frac{\Delta}{2qFz_m}\right).$$

The added term is positive for either sign of $\Delta$. In this estimate the true shape thus transmits less than the parabola on both sides of the top. The uniform form omits corrections of higher order in $\hbar$. Near the top the next one acts like a rise of the barrier by $5\hbar^2/(64mz_m^2)$. At 5 MV/cm this is 0.008 eV and lowers the current by about 5%, more than the shape term found here; at 2 and 10 MV/cm the reduction is about 2% and 10%. These figures indicate a size only. With $\kappa(z)$ the local wave number of an electron at the energy of the top, $|\kappa'|/\kappa^2$ stays above about 0.6 everywhere between the surface and the top at these fields, so no semiclassical region separates the two.

The thermal averages, all at 1800 K and with the same work function, show the same direction; the column "true shape" uses the semiclassical estimate:

| $F$ (MV/cm) | $x$ | $x/\sin x$ | true shape | full wave |
|---|---|---|---|---|
| 2 | 0.486 | 1.040 | 1.036 | 0.987 |
| 5 | 0.966 | 1.174 | 1.157 | 1.168 |
| 10 | 1.625 | 1.627 | 1.542 | 1.135 |

At 10 MV/cm the parabola overestimates the semiclassical true-shape current by about 5.5%.

The last column solves the wave equation for the image potential cut off at a metal inner potential of 12 eV below vacuum. It includes reflection near the surface and the corrections that the semiclassical form omits, and it changes the picture. For this inner potential the net gain at 2 MV/cm has gone (with 8 eV a gain of about 3% remains), and at 10 MV/cm the factor is about 26% below the true-shape value. The close agreement at 5 MV/cm is accidental: inner potentials of 8 and 16 eV give 1.097 and 1.212. This dependence on the inner potential shows that the surface matters. The calculation does not separate its effect from the error of the semiclassical form. The cut-off is itself a model without atomic structure, so these figures show how uncertain the factor is and do not predict it for a given cathode.

## 6. The real emitter

The absolute current depends strongly on the work function, which is assumed known and uniform: lowering it by 0.1 eV multiplies the current by 1.9, far more than the factor 1.17 sought. A temperature rise of 19 K in the classical formula would also imitate that factor. Two other neglected effects are small here. For a tip radius of 500 nm, $z_m$ divided by the radius is 0.0017; near a spherical tip of radius $R$ the applied field contributes $-qFz/(1+z/R)\approx-qFz(1-z/R)$ to the potential energy, so its weakening raises the top by about $qFz_m\cdot z_m/R=0.42\times0.0017\approx0.0007$ eV. The image attraction of a sphere is also slightly weaker than that of a plane, which adds about 0.0004 eV; together they lower the current by 0.7%. The charge in flight over the first 500 nm alters the field by about 0.02%; for a sphere emitting all round, with a concentric anode at 0.5 mm, the whole charge in flight gives about 0.07%. For these parameters, then, $x/\sin x$ lies within 2% of the leading semiclassical estimate for the true shape, but the next order in $\hbar$ lowers that estimate by about 5%, the choice of inner potential changes the full-wave factor by several per cent, and the uncertainty of the work function can change the current by more than the whole correction. The remaining figures are in the numerical output.

## Numbers as computed

```
work function (rough input): 2.90 eV
temperature (rough input): 1800 K
surface field (rough input): 5.0 MV/cm
inner potential (rough input): 12.0 eV
tip radius (rough input): 500 nm
thermal energy kT: 0.1551 eV
Richardson constant A: 120.17 A/(cm2 K2)
distance of barrier top from surface: 0.8485 nm
image-force lowering: 0.8485 eV
barrier top above Fermi level: 2.0515 eV
hbar w: 0.2997 eV
x = hbar w/(2kT): 0.9660 (no unit)
tunnelling gain / classical current: 0.3294
reflection loss / classical current: 0.1551
x/sin(x): 1.1743
1 + x^2/6: 1.1555
classical current density: 702.2 A/cm2
current density with x/sin(x): 824.6 A/cm2
momentum-space integral of current: 824.6 A/cm2
temperature where x = pi at this field: 553.5 K
field where x = pi at this temperature: 24.09 MV/cm
factors relative to the classical current at each field:
F=2 MV/cm: hbar w=0.1507 eV, x=0.4859, x/sin(x)=1.0405, true shape=1.0357, full wave=0.9874
F=5 MV/cm: hbar w=0.2997 eV, x=0.9660, x/sin(x)=1.1743, true shape=1.1568, full wave=1.1679
F=10 MV/cm: hbar w=0.5040 eV, x=1.6246, x/sin(x)=1.6269, true shape=1.5421, full wave=1.1349
full wave factor at 5 MV/cm, inner potential 8 eV: 1.0971
full wave factor at 5 MV/cm, inner potential 16 eV: 1.2123
Fermi statistics, relative change: -8.8e-07
tip curvature, top distance / radius: 1.7e-03
space-charge field / applied field: 2.0e-04
current factor for 0.1 eV lower work function: 1.905
temperature rise that mimics x/sin(x): 19.2 K
```
